Why HAADF intensity does not always follow the square of atomic number

**One atom, all angles**

Let a fast electron scatter elastically from one neutral atom, and let a detector collect every scattered electron. In atomic units, take the screened potential energy

V(r) = −(Z/r) e^(−κr), κ = Z^(1/3)/0.8853.

The length 1/κ is the Thomas–Fermi screening radius, so in this model a heavier atom has a tighter electron cloud. The electron has speed v, Lorentz factor γ and wave number k = γv. Its momentum transfer at scattering angle θ is q = 2k sin(θ/2).

In the first Born approximation, with spin neglected, the amplitude is −γ/(2π) times the Fourier transform of V. The integral over directions gives

f(q) = −(2γ/q) ∫₀^∞ r V(r) sin(qr) dr = (2γZ/q) ∫₀^∞ e^(−κr) sin(qr) dr.

The last integral is q/(q² + κ²). With η = Z/v, so that γZ = ηk,

f(q) = 2ηk/(q² + κ²).

Since dq = k cos(θ/2) dθ, we have q dq = k² sin θ dθ, and the solid angle of a ring is dΩ = 2π q dq/k². The cross-section for an annulus from q₁ to q₂ is therefore

σ = 8πη² ∫ q dq/(q² + κ²)² = 4πη² [1/(q₁² + κ²) − 1/(q₂² + κ²)].

For all angles q₁ = 0, and the upper limit 2k is so much larger than κ that the second term can be dropped:

σ_total = 4πη²/κ² ∝ Z²/Z^(2/3) = Z^(4/3).

In this model, and within the Born approximation, doubling Z multiplies the signal by 2^(4/3) = 2.52, not by 4. Real atoms can depart strongly from this factor, because their outer shells differ. The nucleus attracts in proportion to Z, but the area over which it acts unscreened shrinks as Z^(−2/3). For this single atom the square law is approached where screening is negligible, and the detector decides how nearly that is so.

**The correct statement for one atom**

Define the local exponent n = d ln σ/d ln Z at fixed beam energy and detector angles, and let J(q) = |f(q)|² be the differential cross-section. In the first Born approximation, for any atom whose screening keeps its shape while its radius scales as Z^(−1/3),

n = 4/3 + (1/3) [q₁² J(q₁) − q₂² J(q₂)] / ∫ J q dq,

with the integral taken from q₁ to q₂.

For the proof, write V = −(Z/r) Φ(s), where s = Z^(1/3) r and Φ is the same function for all Z. Put x = Z^(−1/3) q, so that qr = xs and dr = Z^(−1/3) ds. Then

f = (2γZ/q) ∫ Φ sin(qr) dr = 2γ Z^(2/3)/(Z^(1/3) x) ∫ Φ(s) sin(xs) ds = Z^(1/3) g(x).

Hence J = Z^(2/3) h(x), with h = g². Because q dq = Z^(2/3) x dx,

σ = (2π/k²) Z^(4/3) ∫ h(x) x dx, from x₁ to x₂.

The detector limits q₁ and q₂ are fixed, so the scaled limits move: dx₁/d ln Z = −x₁/3, and likewise for x₂. Differentiating the integral through its limits gives

n = 4/3 + (1/3) [x₁² h(x₁) − x₂² h(x₂)] / ∫ h x dx.

Both x²h and ∫ h x dx become q²J and ∫ J q dq when multiplied by Z^(4/3), which proves the statement. Under its assumptions, the angular distribution of one element fixes its exponent.

For the potential used at the start, let A = q₁² + κ² and B = q₂² + κ². Up to a common factor, the integral is (1/2)(1/A − 1/B). Using q₁² = A − κ² and q₂² = B − κ², the edge term is

q₁²/A² − q₂²/B² = (1/A − 1/B) [1 − κ²(1/A + 1/B)].

Division gives

n = 2 − (2/3) [κ²/(q₁² + κ²) + κ²/(q₂² + κ²)].

Three limits follow. A small forward disc, with both q's much less than κ, gives 2/3. Full collection gives 4/3. An annulus with both edges far above κ gives 2.

**Detector angle and the quality of the screening model**

Take Z = 32, germanium, at 200 keV. Here k = 2505 nm⁻¹ and 1/κ = 0.01476 nm, so the screening angle κ/k is 27.0 mrad. An annulus of 80–180 mrad runs from q₁ = 200.4 to q₂ = 450.3 nm⁻¹. With κ² = 4590 nm⁻² the two fractions are 0.103 and 0.022, and

n = 2 − (2/3)(0.103 + 0.022) = 1.917.

For 30–80 mrad the same formula gives 1.633. With a distant outer edge, n = 1.9 requires (2/3)κ²/(q₁² + κ²) = 0.1, or q₁ = 2.38κ, which is 64 mrad. This angle belongs to the Born model with this screening and is not a general design rule, as the next two corrections show.

The first correction concerns the electron cloud. Poisson's equation turns the amplitude into f = 2γ(Z − F)/q², where F(q) is the Fourier transform of the electron density. A non-relativistic, spherically averaged Hartree–Fock density of the free germanium atom gives F = 5.45 at 80 mrad. The simple potential implies F = Zκ²/(q² + κ²) = 3.28 there. Putting the Hartree–Fock J into the general formula gives n = 1.888 for the high annulus and 1.703 for the low one. This still assumes that neighbouring elements have clouds of the same shape, which shell structure violates. Comparing Hartree–Fock gallium and arsenic atoms directly, still in the Born approximation, gives n = 1.91 for the high annulus and about 1.46 for the low one. The violation thus cancels most of the correction in the high annulus and reverses it in the low one, so neither 1.888 nor 1.703 should be read as the exponent of real germanium.

The second correction concerns repeated scattering within one atom. In the eikonal approximation the electron gathers the phase

χ(b) = −(1/v) ∫ V dz = 2η K₀(κb)

at impact parameter b, where K₀ is a modified Bessel function, and

f = −ik ∫ (e^(iχ) − 1) J₀(qb) b db.

Here J₀ and J₁ are ordinary Bessel functions. Since b J₀(qb) is the derivative of b J₁(qb)/q, and the boundary terms vanish, integration by parts with χ′ = −2ηκK₁(κb) gives

f = (2ηkκ/q) ∫ b K₁(κb) J₁(qb) e^(iχ) db.

For χ → 0 the integral is q/[κ(q² + κ²)] and the Born result returns. Otherwise e^(iχ) brings in η, hence Z, separately from x, and the similarity proof no longer applies. The local exponents become 1.775 for the high annulus and 1.465 for the low one. The eikonal form is itself approximate: a partial-wave solution for the same potential gives 1.79 and 1.47.

The limit of 2 nevertheless survives at large q/κ. There small b dominates, κbK₁(κb) → 1 and χ → −2η ln b plus a constant. With t = qb, the integral of J₁(t) t^(−2iη) has modulus |Γ(1 − iη)/Γ(1 + iη)| = 1, so |f| → 2ηk/q², the unscreened value. At 80 mrad this limit has not been reached.

**What a column adds**

In a crystal the wave arriving at an atom depends on the atoms above it. Suppose that scattering into the annulus takes place so close to each nucleus that the wave is nearly uniform there, and that the atoms scatter independently. Then the detected fraction is

I ≈ σS, S = Σⱼ ⟨|ψ(rⱼ)|²⟩,

where |ψ|² is the probability per unit area at nucleus j and the brackets average over thermal displacements. Taking logarithms and differentiating at fixed thickness,

n_apparent ≈ n_atom + d ln S/d ln Z.

The assumptions can be judged from numbers. For the high annulus the scattering region has a size of about 1/q₁ = 0.005 nm, against an incident probe width of 0.040 nm. Focusing narrows the wave inside the crystal, so the wave is less uniform there than this comparison suggests. For independent displacements of rms size u along each axis, interference between two atoms is reduced by e^(−q²u²). With u = 0.0085 nm this is 0.055 at 80 mrad, but 0.66 at 30 mrad. The formula therefore suits the high annulus and is doubtful for the low one.

The onset of the density term can be derived. Just below one atom in a uniform wave, to first order in χ, ψ = 1 + iχ. The transverse transform of χ is 4πη/(q² + κ²), and over a distance z each component acquires the phase factor e^(−iq²z/2k). In |ψ|² − 1 = 2 Re(δψ), the factor i e^(−iφ) leaves sin φ. Averaging over the relative displacement of the two atoms supplies e^(−q²u²), so the mean density at the next nucleus rises by

G(z) = 4η ∫₀^∞ q dq e^(−q²u²) sin(q²z/2k)/(q² + κ²).

In the variable q², this is a sine multiplied by a positive decreasing function. Each positive half-wave outweighs the negative one after it, so G > 0: an atom focuses electrons onto the next. At the germanium column spacing of 0.400 nm, G is 0.177 for Z = 16 and 0.305 for Z = 32. With the full phase the gains are 0.172 and 0.276. The heavier column focuses more strongly, which raises the apparent exponent in a thin crystal.

**A germanium crystal**

Consider germanium along ⟨110⟩ with the probe centred on a column. The probe amplitude is proportional to exp(−r²/2w²), with w = 0.040 nm. The comparison crystal is hypothetical: every atom has charge 16, while the lattice, the thermal displacements and the probe are held fixed. The wave is carried from plane to plane through randomly displaced atoms with the eikonal amplitudes of the simple screened potential, and the electrons in the annulus are counted. The exponent is now the pair exponent

p = ln(I₃₂/I₁₆)/ln 2.

For single atoms in the high annulus the eikonal amplitudes give p = 1.857 (partial waves give about 0.01 more). In the crystal it takes the values below. The standard errors come from four sets of displacements and are themselves rough: a single set at 4 nm can differ from the mean by 0.1. Widening the computed angular range from 200 to 300 mrad raises the values from 4 to 20 nm by less than 0.01. The effect of the finite cell is not included.

1 nm: 1.93 ± 0.04
2 nm: 2.00 ± 0.05
4 nm: 2.07 ± 0.02
10 nm: 1.99 ± 0.01
20 nm: 1.69 ± 0.01

The detector never changes, yet the exponent rises above 2 and then falls below its atomic value. The values near 2 at 2 and 10 nm are not evidence for the square law: focusing offsets the atomic shortfall, which comes from screening and repeated scattering within the atom together. In the Born approximation, with screening alone, the atomic pair exponent would be 1.932 instead of 1.857.

The density formula accounts for most of this. Relative to a freely spreading probe, the summed density at 4 nm is 1.697 times larger for Z = 16 and 1.987 times larger for Z = 32. Thus

p ≈ 1.857 + ln(1.987/1.697)/ln 2 = 2.085,

against 2.070 from the counted electrons. At 20 nm the factors are 3.547 and 3.260. Their order has reversed, and the estimate is 1.736 against 1.691. By then the annulus holds 21.5% of the electrons for Z = 32 and 6.7% for Z = 16, so loss of electrons from the heavier column is a likely contributor to the reversal. The calculation does not isolate its share.

As a control, the same number of atoms per volume was placed at random and lit uniformly, which removes both the columns and the focused probe. The exponent is then 1.856 at 2 nm and 1.871 at 20 nm, close to the atomic 1.857. At 20 nm, therefore, thickness alone does not produce the fall to 1.69 in this model.

Someone who assumes the square law and calibrates on the Z = 32 crystal would assign the lighter one the charge

Z = 32 (I₁₆/I₃₂)^(1/2).

At 4 nm this gives 32 (0.0166/0.0699)^(1/2) = 15.6. At 20 nm it gives 32 (0.0667/0.2154)^(1/2) = 17.8, which is 11% above the true 16.

In the low annulus the atomic pair exponent is 1.587, and the crystal gives 1.48, 1.63 and 1.25 at 1, 4 and 20 nm. The last value is only rough: a finer grid leaves it unchanged, but other sets of displacements with partial-wave amplitudes give values up to 0.1 lower. The first value lies below the atomic one although focusing has begun. One cause is the variation of the probe across the wider region that scatters into this annulus: a single vibrating atom under this probe already has an exponent about 0.07 below the atomic one. Interference between atoms, still strong at 30 mrad, may add to this; its share is not isolated here.

**How far a real measurement may differ**

The beam energy, the annuli and the thicknesses are chosen as examples; the lattice parameter of 0.566 nm and the vibration amplitude are model inputs, only roughly those of germanium at room temperature. The probe is idealized: it has no aberrations or source blur and stays centred on the column, so the signal fractions above should not be expected from a blurred probe. Moving it 0.04 nm off the column, at right angles to the line joining the column to its nearest neighbour, changes the exponent to 2.09 at 4 nm and 1.60 at 20 nm. Other directions can change it by a different amount, so this example does not replace an average over the source.

Equal vibration of the two kinds of atom matters more. If the lighter atoms vibrate with 20% larger amplitude, the exponent rises by 0.17 at 4 nm and 0.21 at 20 nm. These changes are comparable in size with the shifts from the atomic value found above for equal vibration, +0.21 at 4 nm and −0.17 at 20 nm. These two estimates rest on two sets of displacements each. The simple screened potential stands in for the real electron clouds, which also shifts the exponents. Energy-loss scattering, spin corrections and correlated vibrations are left out. At 20 nm and Z = 32, 6% of the electrons have also left the computed angular range and cannot return.

The signal of a high annulus is called the high-angle annular dark-field (HAADF) intensity. An exponent used to read composition from it therefore has to be stated with its beam energy, annulus, thickness, orientation, probe and vibration amplitudes. Within this small-angle treatment without spin, the square law is the limit of unscreened scattering from atoms that all receive the same electron density, in a specimen thin enough that deflected electrons are not scattered again. The numerical output below gives the remaining values.

Numbers as computed

```
beam energy 200 keV, v/c 0.6953
wave number k 2505.3 1/nm
charges compared 16 and 32
eta 0.1679 and 0.3358
screening radius Z=32 0.01476 nm
screening angle Z=32 27.0 mrad
high ring 80-180 mrad, low ring 30-80 mrad
high ring q 200.4 to 450.3 1/nm
limits disc, total, high angle: 0.6667, 1.3333, 1.9999
inner angle for exponent 1.9: 64.4 mrad
Local exponents at Z=32 (high ring, low ring):
  Born Yukawa 1.917, 1.633
  Hartree-Fock Ge, similarity 1.888, 1.703
  eikonal Yukawa 1.775, 1.465
Ge form factor at 80 mrad 5.45
pair exponent Born, high ring 1.932
pair exponent eikonal, high 1.857, low 1.587
same, high ring, phase cut to grid first 1.920
eikonal cross-section Z=32, high ring 2.326e-05 nm^2
lattice 0.566 nm, column spacing 0.4002 nm
rms vibration 0.0085 nm, probe width 0.040 nm
next-atom gain, first order: Z=16 0.177, Z=32 0.305
next-atom gain, full phase: Z=16 0.172, Z=32 0.276
Crystal, high ring: exponent, std error, density estimate
   1.00 nm: 1.931, 0.044, 1.930
   2.00 nm: 2.001, 0.053, 2.008
   4.00 nm: 2.070, 0.023, 2.085
  10.01 nm: 1.989, 0.010, 2.015
  20.01 nm: 1.691, 0.013, 1.736
Focusing factor Z=16, Z=32; inferred charge if Z^2 assumed
   1.00 nm: 1.110, 1.168; 16.39
   2.00 nm: 1.287, 1.429; 15.99
   4.00 nm: 1.697, 1.987; 15.62
  10.01 nm: 2.544, 2.839; 16.06
  20.01 nm: 3.547, 3.260; 17.81
Signal fraction Z=16, Z=32; low-ring exponent, std error
   1.00 nm: 0.0037, 0.0142; 1.480, 0.006
   2.00 nm: 0.0070, 0.0281; 1.487, 0.008
   4.00 nm: 0.0166, 0.0699; 1.627, 0.013
  10.01 nm: 0.0383, 0.1518; 1.597, 0.016
  20.01 nm: 0.0667, 0.2154; 1.246, 0.014
signal/(sigma*density), 4.00 nm: Z=16 1.016, Z=32 1.006
random film exponent: 2.00 nm 1.856, 20.01 nm 1.871
random film signal/(atoms*sigma) 0.995
probe 0.04 nm off column: exponent 4.00 nm 2.092, 20.01 nm 1.602
light atoms vibrate 20% more: exponent change 4.00 nm +0.167, 20.01 nm +0.209
power beyond grid at 20.01 nm, Z=32: 0.0597
```
